# Frenkel-Pair Damage Saturation from a Fixed Recombination Volume

## A crystal divided into cells

Take a piece of crystal of volume \(V\) and divide it into \(M\) equal cells of volume \(v=V/M\). Each cell can hold at most one Frenkel pair, that is, one vacancy and one interstitial. Irradiation drops pairs into the cells at random. A pair that falls into an empty cell stays. A pair that falls into an occupied cell leaves that cell with one pair, because the surplus vacancy and interstitial recombine.

A given cell is missed by one arrival with probability \(1-1/M\), and by \(A\) independent arrivals with probability \((1-1/M)^A\). The mean density of pairs is the probability that a cell has been hit, divided by the cell volume:

\[
n=\frac1v\left[1-\left(1-\frac1M\right)^{A}\right]\;\longrightarrow\;\frac1v\left(1-e^{-A/M}\right)\qquad (M\to\infty,\ A/M\ \text{fixed}). \tag{1}
\]

The density rises towards \(1/v\), one pair per cell, and the remaining gap falls exponentially with the number of arrivals.

In a real crystal the recombination volumes are centred on the defects and can overlap. The question is which part of (1) survives.

## Arrivals, captures and the mean count

Let \(\Phi\) be the dose, in ions per unit area, and \(G\) the number of pairs that one ion leaves per unit depth after recombination inside its own cascade. A dose increment \(d\Phi\) then brings \(G\,d\Phi\) new pairs per unit volume. \(G\) is taken as independent of the damage already present.

Each defect has a capture volume \(v_0\), a sphere of radius \(r_0\). A new interstitial that lands within \(r_0\) of existing vacancies annihilates with the nearest of them. A new vacancy behaves likewise towards existing interstitials. The two partners of a new pair are assumed to be well separated, so that they land independently and do not capture each other. Defects do not move after landing, and thermal loss is left out for now.

Let \(K_i\) be the number of existing vacancies within reach of the new interstitial, and \(K_v\) the number of existing interstitials within reach of the new vacancy. Write \(\mathbf 1[\cdot]\) for a quantity that is 1 if the condition holds and 0 otherwise. The number \(N\) of pairs changes by

\[
\Delta N = 1-\mathbf 1[K_i\ge1]-\mathbf 1[K_v\ge1]. \tag{2}
\]

With no capture the pair is added. If only the interstitial is captured, one old vacancy disappears and the new vacancy replaces it, so the count is unchanged. If both newcomers are captured, one old vacancy and one old interstitial disappear, and the count falls by one.

The mean of \(K_i\) follows from geometry. Suppose that \(N\) vacancies sit at arbitrary fixed positions. An interstitial placed uniformly in \(V\) lands within reach of any particular one with probability \(v_0/V\), if surface effects are neglected. Adding these probabilities gives \(Nv_0/V\). Means add whether or not the events are independent, so correlations among the vacancies do not matter. The same argument holds for \(K_v\). Averaging over irradiation histories, with \(n\) now the mean of \(N/V\), gives

\[
\langle K_i\rangle+\langle K_v\rangle=2v_0n\equiv vn,\qquad v=2v_0. \tag{3}
\]

The volume that governs the damage is therefore the total for the pair, twice the capture volume of a single defect.

## The mean-field law

Equation (2) contains the probability of at least one capture, whereas (3) gives the mean number of defects in reach. For any non-negative integer \(K\),

\[
\mathbf 1[K\ge1]=K-(K-1)_+,\qquad (K-1)_+=\max(K-1,0). \tag{4}
\]

Both sides vanish for \(K=0\), and for \(K\ge1\) the right side is \(K-(K-1)=1\). Put (4) into (2), average with (3), and multiply by the arrival density \(G\,d\Phi\):

\[
\frac{dn}{d\Phi}=G\left(1-vn+R\right),\qquad R=\big\langle (K_i-1)_+ + (K_v-1)_+\big\rangle\ge0. \tag{5}
\]

The term \(R\) counts defects that are in reach but are not used up, because a newcomer can annihilate with one partner only. The mean-field step is to set \(R=0\), so that every recombination volume containing an arrival costs one pair:

\[
\frac{dn}{d\Phi}=G(1-vn). \tag{6}
\]

Define the gap \(u=1-vn\). Then \(du/d\Phi=-v\,dn/d\Phi=-Gv\,u\), and an undamaged crystal has \(u(0)=1\). Hence \(u=e^{-Gv\Phi}\), and

\[
n(\Phi)=\frac1v\left(1-e^{-Gv\Phi}\right). \tag{7}
\]

This is (1) again, since \(A/M=(GV\Phi)/(V/v)=Gv\Phi\). The product \(Gv\) is an area: it is the effective cross-section with which one ion damages the crystal at the chosen depth. It is convenient to use the reduced dose \(x=Gv\Phi\).

For small \(x\), the expansion \(e^{-x}=1-x+x^2/2-\dots\) gives

\[
n\simeq G\Phi-\tfrac12G^2v\,\Phi^2. \tag{8}
\]

The first term is plain accumulation and does not contain \(v\). The second is the first sign of recombination. For large \(x\) the density tends to \(1/v\), which does not contain \(G\): a more damaging ion reaches the same plateau at a smaller dose. Ninety per cent of the plateau requires \(e^{-x}=0.1\), or \(\Phi_{90}=\ln 10/(Gv)\).

The production rate \(G\) varies with depth. If it varies little over a distance \(r_0\), (7) applies at each depth separately. Compare the depth of largest \(G\), where the reduced dose is \(x\), with a depth where \(G\) is half as large. Since \(1-e^{-x}=(1-e^{-x/2})(1+e^{-x/2})\), the ratio of the densities is

\[
\frac{1-e^{-x/2}}{1-e^{-x}}=\frac1{1+e^{-x/2}}. \tag{9}
\]

It starts at \(1/2\) and tends to 1, so within this law the damage profile becomes flatter than the production profile as the dose grows.

## When the law holds and when it is a lower bound

There is a rule with overlapping volumes for which (6) needs no approximation. Treat each pair as one point with recombination volume \(v\), and let every arrival stay while removing all \(K\) pairs within its reach. Then \(\Delta N=1-K\), and \(\langle K\rangle=vn\) by the argument before (3). In a simulation of this sweep rule, in a periodic cube of volume \(1000v\), the reduced density \(vn\) was 0.632, 0.954 and 1.001 at \(x=1\), 3 and 6. Equation (7) gives 0.632, 0.950 and 0.998. The largest standard error was 0.0044.

For the annihilation rule (2), \(R\) does not vanish. To see its effect, multiply (5) by \(e^{Gv\Phi}\), which turns the terms in \(n\) into a total derivative:

\[
\frac{d}{d\Phi}\left(n\,e^{Gv\Phi}\right)=G(1+R)\,e^{Gv\Phi}. \tag{10}
\]

Integration from zero dose, followed by division by \(e^{Gv\Phi}\), gives

\[
n(\Phi)=\frac1v\left(1-e^{-Gv\Phi}\right)+G\int_0^\Phi e^{-Gv(\Phi-s)}R(s)\,ds. \tag{11}
\]

The integral cannot be negative. The exponential law is therefore a lower bound on the mean damage under rule (2), and \(1/v\) is not a ceiling.

The same conclusion holds for pure exclusion, where a pair landing in an occupied volume \(v\) is refused and nothing else changes. Then \(\Delta N=1-\mathbf 1[K\ge1]\), and (4) gives (5) with \(R=\langle(K-1)_+\rangle\). Exclusion of a fixed volume is thus not sufficient for saturation at \(1/v\): excluded volumes overlap, and the blocked fraction of space is smaller than \(vn\). In the simulation this rule gave \(vn=1.570\) at \(x=6\).

## Overlap without correlations

The size of \(R\) can be estimated by assuming that the existing defects are placed at random, independently of one another. The number within reach of a newcomer then follows a Poisson distribution of mean \(v_0n\), and the probability of finding none is \(e^{-v_0n}\). From (2),

\[
\frac{dn}{d\Phi}=G\left[1-2\left(1-e^{-v_0n}\right)\right]=G\left(2e^{-v_0n}-1\right). \tag{12}
\]

This is also a mean-field equation, but it keeps the overlap. Expanding the exponential gives \(G(1-2v_0n+v_0^2n^2-\dots)\), so it agrees with (6) up to the term linear in \(n\), and the leading estimate of \(R\) is \(v_0^2n^2=v^2n^2/4\). With \(vn\simeq x\), the correction to \(vn\) is \(\int_0^x (s^2/4)\,ds=x^3/12\). The two terms in (8) are unaffected.

To solve (12), set \(w=e^{v_0n}\) and \(y=v_0G\Phi=x/2\). Then

\[
\frac{dw}{dy}=w\,\frac{d(v_0n)}{dy}=w\left(\frac2w-1\right)=2-w. \tag{13}
\]

With \(w(0)=1\) this gives \(w=2-e^{-y}\), and since \(vn=2v_0n=2\ln w\),

\[
vn=2\ln\left(2-e^{-x/2}\right). \tag{14}
\]

The plateau is now \(vn=2\ln2\simeq1.39\), about 39% above that of (7). The approach is still exponential at large dose, because \(2\ln(2-e^{-x/2})\simeq2\ln2-e^{-x/2}\), but the exponent is half as large. The two mean-field laws (7) and (14) thus differ in both the height of the plateau and the rate of approach, because they count multiple captures differently.

A simulation of rule (2) itself tests these statements. At \(x=0.2\) it gave \(vn=0.178\) and (7) gives 0.181; the predicted excess \(x^3/12\simeq0.0007\) is too small to be resolved there. At \(x=1.81\) the simulation gave 0.950, (7) gives 0.836, and (14) gives \(2\ln(2-0.405)\simeq0.93\). At \(x=6\) the three values are 1.487, 0.998 and \(2\ln(2-0.050)\simeq1.34\). The largest standard error of the simulation was 0.0077. Overlap among randomly placed defects thus accounts for about 0.34 of the excess of 0.49 over the exponential law at \(x=6\). The remaining 0.15 comes from departures from random placement.

Those departures can be seen in the final state. Random test points had on average 0.751 vacancies within reach, against 0.744 expected from (3), a difference of 1% due to the finite number of points. The probability of finding none was 0.534, whereas random placement at the same density would give 0.476. The same mean count is therefore concentrated in less space: a point that has any vacancy within reach has on average \(0.744/(1-0.534)\simeq1.6\) of them, instead of \(0.744/(1-0.476)\simeq1.4\). Vacancies have gathered together. A plausible cause, not tested separately, is that annihilation removes the minority species from regions where the other is in surplus.

By (2), the growth rate relative to its initial value is twice the empty-space probability minus one. In the final state this is \(2(0.534)-1\simeq0.07\), so the damage is still growing slowly at \(x=6\), and the simulation does not establish a plateau for rule (2). Random placement at that density would give \(2(0.476)-1\simeq-0.05\), a decrease. The clustering sustains a density that uncorrelated defects could not.

## Thermal loss during irradiation

Suppose now that each pair also disappears spontaneously, with a single lifetime \(\tau\). At constant ion flux \(J\), a dose increment takes the time \(dt=d\Phi/J\), so the loss per unit dose is \(n/(J\tau)\). Adding it to (6) gives

\[
\frac{dn}{d\Phi}=G(1-vn)-\frac{n}{J\tau}=G-\lambda n,\qquad \lambda=Gv+\frac1{J\tau}. \tag{15}
\]

The difference \(G/\lambda-n\) decays as \(e^{-\lambda\Phi}\) from its initial value \(G/\lambda\), so

\[
n(\Phi)=\frac G\lambda\left(1-e^{-\lambda\Phi}\right),\qquad \frac G\lambda=\frac{1/v}{1+1/(GvJ\tau)}. \tag{16}
\]

The plateau is lowered and is reached at a smaller dose. The controlling ratio \(1/(GvJ\tau)\) compares the characteristic dose \(1/(Gv)\) with the dose \(J\tau\) delivered in one lifetime. If it is small, (7) returns. If it is large, the plateau is \(GJ\tau\), production rate times lifetime, and the recombination volume no longer matters.

## Numbers for an implant into silicon

Consider an ion of about 100 keV, with a mass near that of phosphorus, entering crystalline silicon near room temperature. Heavier ions such as arsenic deposit several times more damage energy per unit depth. The inputs are rough typical values: a damage energy of 300 eV/nm per ion, a displacement energy of 15 eV, a surviving fraction of 0.10 and a capture radius of 0.30 nm. The Norgett–Robinson–Torrens estimate takes 0.8 times the damage energy divided by twice the displacement energy, so

\[
G=0.10\times\frac{0.8\times300}{2\times15}\ \text{nm}^{-1}=0.80\ \text{nm}^{-1}. \tag{17}
\]

The capture volume is \(v_0=\tfrac43\pi(0.30)^3=0.113\) nm³, and \(v=2v_0=0.226\) nm³. The saturation density is \(1/v=4.4\) nm⁻³, or \(4.4\times10^{21}\) cm⁻³. The characteristic dose is \(1/(0.80\times0.226)=5.5\) nm⁻², or \(5.5\times10^{14}\) cm⁻², and 90% of saturation needs \(1.3\times10^{15}\) cm⁻².

At a dose of \(1.0\times10^{15}\) cm⁻² the reduced dose is \(x=1.81\), and

\[
n=4.42\,(1-e^{-1.81})\ \text{nm}^{-3}=4.42\times0.836\ \text{nm}^{-3}\simeq3.7\ \text{nm}^{-3}, \tag{18}
\]

or \(3.7\times10^{21}\) cm⁻³. Without recombination the density would be \(G\Phi=8.0\) nm⁻³. The two-species simulation gives 4.2 nm⁻³ at this dose, 14% above (18).

The capture radius enters as a cube. If it were 10% larger, \(v\) would grow by a factor \(1.1^3=1.33\) and the saturation density would fall by 25%. Moreover, 0.30 nm is only about 1.3 bond lengths, so the continuum sphere, which holds 5.7 atoms on average, is a crude stand-in for a count of lattice sites. An interstitial on a tetrahedral site has 10 atomic sites within 0.30 nm (4 at 0.235 nm and 6 at 0.272 nm), which corresponds to \(v_0\simeq0.20\) nm³ and \(1/v\simeq2.5\) nm⁻³. One centred on a lattice site has 5, giving \(v_0\simeq0.10\) nm³ and \(1/v\simeq5.0\) nm⁻³. The digits of these densities therefore show the arithmetic; as predictions they are uncertain by a factor of about two even at fixed radius.

For the thermal loss, take a flux of \(1.0\times10^{12}\) cm⁻² s⁻¹, an effective barrier of 1.0 eV and an attempt rate of \(10^{13}\) s⁻¹. At 300 K the lifetime is \(6.3\times10^3\) s, longer than the implant time of 1000 s. The ratio in (16) is \(5.5\times10^{14}/(6.3\times10^{15})\simeq0.09\), and the density at the chosen dose falls from 3.7 to 3.5 nm⁻³. At 350 K, with flux and barrier unchanged, the lifetime is 25 s, the ratio is about 22, and the plateau drops to 0.19 nm⁻³.

Pairs made by the same ion may also crowd one another. If those at one depth are spread evenly over a cascade core of radius 2.0 nm, their recombination volumes claim a fraction \(Gv/(\pi R^2)=0.181/12.6\simeq0.014\) of the core. Such crowding is slight on average, but the estimate does not cover dense local pockets.

Real silicon breaks at least two of the assumptions. Isolated vacancies and interstitials can migrate at room temperature, whereas the model holds them fixed. Nor does silicon remain a crystal with isolated defects. Under medium-mass ions near room temperature it turns amorphous at doses of roughly \(10^{14}\) to \(10^{15}\) cm⁻², depending on ion, flux and temperature. A rough criterion places the collapse at 10% displaced atoms, here 5.0 nm⁻³. The exponential law saturates at 8.8% and so never reaches it with these inputs, whereas the two-species simulation, which leaves out thermal loss, passes it between \(x=1.81\) and \(x=3\), that is, between \(1.0\) and \(1.7\times10^{15}\) cm⁻². Without thermal loss, overlap alone is enough to make this difference here, since the plateau of (14) is \(1.39\times4.42\simeq6.1\) nm⁻³; adding the 300 K loss to (12) lowers that plateau to about 5.2 nm⁻³, barely above the threshold. The margin is small, however: a capture radius 5% smaller would raise the plateau of the exponential law to about 5.2 nm⁻³, also above the threshold. Conversely, with the site count of a tetrahedral interstitial the plateau of (14) would be only \(1.39\times2.5\simeq3.5\) nm⁻³, below the threshold. With inputs this rough, the model cannot settle whether either law predicts amorphization. Temperature can move the result further, by a factor of about 20 between 300 and 350 K in this example. That factor belongs to a single assumed barrier, while real damage contains defects of differing stability. The assumed flux is also low for a high-current implanter, and a larger flux weakens the thermal loss: at fixed lifetime and given density, the loss per unit dose, \(n/(J\tau)\), is inversely proportional to the flux. The numerical output below lists the values used here.

## Values computed for the example and the checks

```
damage energy per ion: 300 eV/nm
displacement energy: 15 eV
pairs before cascade recombination: 8.00 per nm per ion
surviving fraction: 0.10
surviving pairs G: 0.800 per nm per ion
capture radius: 0.30 nm
capture volume of one defect: 0.1131 nm^3
total recombination volume v: 0.2262 nm^3
dose: 1.00e+15 cm^-2
reduced dose G*v*dose: 1.8096
characteristic dose: 5.526e+14 cm^-2
dose for 90% of saturation: 1.272e+15 cm^-2
saturation density: 4.421 nm^-3 = 4.421e+21 cm^-3
density at the dose: 3.697 nm^-3 = 3.697e+21 cm^-3
density without recombination: 8.000 nm^-3
fraction of saturation at the dose: 0.8363
reduced density v*n (no unit): x, law, sweep, block, two-species
  0.200  0.181  0.179  0.184  0.178
  1.000  0.632  0.632  0.666  0.666
  1.810  0.836  0.839  0.962  0.950
  3.000  0.950  0.954  1.226  1.196
  6.000  0.998  1.001  1.570  1.487
largest standard errors, same order: 0.0044, 0.0080, 0.0077
final two-species state, mean capture count: 0.7510
  predicted from density: 0.7435
  empty-volume probability: 0.5341
  same for random placement: 0.4755
two-species density at the dose: 4.201 nm^-3
two-species density at 3.32e+15 cm^-2: 6.574 nm^-3
silicon atom density: 49.97 nm^-3
saturation as fraction of atoms: 0.0885
amorphous threshold (10% of atoms): 4.997 nm^-3
ion flux: 1.0e+12 cm^-2 s^-1; implant time: 1000 s
annealing barrier: 1.00 eV; attempt rate: 1e+13 s^-1
300 K: lifetime 6.299e+03 s, plateau 4.064 nm^-3, at dose 3.497 nm^-3
350 K: lifetime 2.508e+01 s, plateau 0.192 nm^-3, at dose 0.192 nm^-3
cascade core radius: 2.0 nm
volume fraction claimed in one core: 0.0144
```
